# Lorenz number of a ballistic mode at its threshold

## The exercise

A short channel joins two large electron reservoirs. One transverse mode of the channel has its threshold at energy $E_0$: electrons above $E_0$ pass without scattering, and electrons below it are reflected. All other modes lie many $kT$ higher. The chemical potential is set at $\mu=E_0$, and the mean temperature is $T$.

Let $G$ be the electric conductance with both reservoirs at the same temperature. Let $K$ be the electronic heat conductance measured while no electric current flows. The reduced Lorenz number is

$$\Lambda=\frac{K}{GT}\left(\frac ek\right)^2 ,$$

where $k$ is Boltzmann's constant and $-e$ is the electron charge.

1. Express $\Lambda$ through integrals over the transmission, for small differences of temperature and electrochemical potential.
2. Evaluate it at the threshold and compare it with the Wiedemann-Franz value. Which process makes the difference?
3. Find $G$, $K$ and the Seebeck coefficient at 4 K for a spin-degenerate mode, and judge whether a real point contact can come close to the ideal $\Lambda$.

Electrons do not exchange energy inside the channel, and interactions beyond a fixed mean potential are left out. Heat carried by the lattice is not part of $K$.

## Hints

**Hint 1.** Count the electrons that leave one reservoir per unit time as an integral over wave number. The velocity is a derivative of the energy, so the integration variable can be changed.

**Hint 2.** The Fermi function depends on energy, chemical potential and temperature through one combination. Its derivatives with respect to $\mu$ and $T$ are therefore tied to its energy derivative.

**Hint 3.** Zero current does not mean zero voltage. Find the electrochemical potential difference that a temperature difference sets up, and put it into the heat current.

**Hint 4.** Integrate by parts until only the Fermi function remains, then expand it in powers of $e^{-x}$.

## Full solution

### Currents from the reservoirs

Let the mode have energy $E(q)$, rising monotonically from $E_0$ for wave numbers $q>0$. A length $\ell$ contains $g\ell\,dq/2\pi$ states in the interval $dq$, where $g$ is the degeneracy. An electron in such a state moves at $v=\hbar^{-1}dE/dq$ and contributes $v/\ell$ to the number passing per unit time. The flow out of reservoir 1 is

$$g\int\frac{dq}{2\pi}\,v f_1=\frac gh\int_{E_0}^{\infty}f_1\,dE .$$

The velocity has cancelled the density of states, so neither the effective mass nor the shape of the band remains. Subtracting the opposite flow, and writing $\mathcal T(E)$ for the transmission, gives the net particle current

$$N=\frac gh\int \mathcal T(E)\,(f_1-f_2)\,dE .$$

Removing an electron of energy $E$ from a reservoir removes the heat $E-\mu$, because $T\,dS=dE_{\rm tot}-\mu\,dN_{\rm tot}$ at fixed volume. The heat current $Q$ therefore has the same integrand multiplied by $E-\mu$. Using the mean $\mu$ here, instead of $\mu_1$, changes $Q$ only in second order, since $N$ is already of first order.

### Linear response

Define $\Delta\mu=\mu_1-\mu_2$ and $\Delta T=T_1-T_2$, where $\mu_{1,2}$ are electrochemical potentials. With $x=(E-\mu)/kT$ and $f=1/(e^x+1)$,

$$\frac{\partial f}{\partial\mu}=-\frac{\partial f}{\partial E},\qquad
\frac{\partial f}{\partial T}=-\frac{E-\mu}{T}\frac{\partial f}{\partial E}.$$

To first order,

$$f_1-f_2=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].$$

A shift of the threshold caused by the bias would multiply this first-order difference, so it can be ignored. Now $(-\partial f/\partial E)\,dE=(-f')\,dx$, where the prime means $d/dx$, and $(E-\mu)\Delta T/T=x\,k\Delta T$. With the moments

$$L_n=\int_{-\infty}^{\infty}\mathcal T\,x^n(-f')\,dx ,$$

the currents become

$$N=\frac gh\left(L_0\Delta\mu+L_1k\Delta T\right),\qquad
Q=\frac{g\,kT}{h}\left(L_1\Delta\mu+L_2k\Delta T\right).$$

### The two conductances

For $\Delta T=0$ the electric current is $I=-eN$ and the voltage is $\Delta V=-\Delta\mu/e$. Hence

$$G=\frac{I}{\Delta V}=\frac{e^2N}{\Delta\mu}=\frac{g e^2}{h}L_0 .$$

For the heat conductance, $N=0$ requires

$$\Delta\mu=-\frac{L_1}{L_0}\,k\Delta T .$$

Substitution in $Q$ gives

$$K=\frac{Q}{\Delta T}=\frac{g k^2T}{h}\left(L_2-\frac{L_1^2}{L_0}\right).$$

Dividing by $GT$ removes $g$ and $h$:

$$\Lambda=\frac{L_2}{L_0}-\left(\frac{L_1}{L_0}\right)^2 .$$

This is the variance of $x$ for the normalized weight $\mathcal T(-f')/L_0$. It measures the spread in energy of the electrons that carry the current. Their mean distance from $\mu$ contributes nothing.

The Wiedemann-Franz value follows when $\mathcal T$ is constant over the thermal window. The function $-f'=1/[4\cosh^2(x/2)]$ is even, so $L_1=0$, and $\Lambda$ is the mean of $x^2$ over the whole line. Its value comes out of the next calculation.

### Moments at the threshold

With $\mu=E_0$ the transmission is 1 for $x>0$ and 0 for $x<0$. The zeroth moment is

$$L_0=\int_0^\infty(-f')\,dx=f(0)-f(\infty)=\frac12 .$$

For the first, integrate by parts. The boundary term $-xf$ vanishes at both ends:

$$L_1=\int_0^\infty f\,dx=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx
=\Big[-\ln(1+e^{-x})\Big]_0^\infty=\ln2 .$$

For the second, the boundary term $-x^2f$ also vanishes, and

$$L_2=2\int_0^\infty x f\,dx
=2\sum_{n=1}^\infty(-1)^{n+1}\int_0^\infty x e^{-nx}dx
=2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.$$

Sum and integral may be exchanged because the partial sums of this alternating series lie between 0 and $e^{-x}$, and $xe^{-x}$ is integrable.

Let $Z=\sum_{n\ge1}1/n^2$. The alternating sum is $Z$ minus twice its even terms, which is $Z-2Z/4=Z/2$. Thus $L_2=Z$. To find $Z$, expand the function $y$ on $(-\pi,\pi)$ in sines. Its coefficients are

$$b_n=\frac1\pi\int_{-\pi}^{\pi}y\sin(ny)\,dy=\frac{2(-1)^{n+1}}{n},$$

and Parseval's theorem gives

$$\frac1\pi\int_{-\pi}^{\pi}y^2dy=\frac{2\pi^2}{3}=\sum_{n=1}^\infty b_n^2=4Z .$$

Therefore $L_2=Z=\pi^2/6$. By evenness the integral of $x^2(-f')$ over the whole line is $\pi^2/3$, which is the Wiedemann-Franz value of $\Lambda$.

### Result and meaning

At the threshold,

$$\boxed{\Lambda=\frac{\pi^2/6}{1/2}-\left(\frac{\ln2}{1/2}\right)^2=\frac{\pi^2}{3}-4(\ln2)^2}$$

Numerically, $3.2899-1.9218=1.3681$. This is 41.6 % of the Wiedemann-Franz value. In SI units it is $1.016\times10^{-8}$ W Ω/K², against $2.443\times10^{-8}$ W Ω/K².

The first term is the full Wiedemann-Franz value, although half of the thermal window is closed. The closed half removes equal fractions of $L_0$ and $L_2$, so their ratio is unchanged. If the heat conductance were measured at $\Delta\mu=0$, with a particle current allowed, $Q/(GT\Delta T)$ would equal $\pi^2/3$ in units of $(k/e)^2$.

The reduction comes from the open circuit. All transmitted electrons have $x>0$, so the hot side initially sends out more of them than it receives. The reservoirs charge until $\Delta\mu=-2\ln2\;k\Delta T$, which drives an equal particle current back. That counterflow carries a mean heat of $2\ln2\;kT$ per electron and cancels 58 % of the heat current found at zero bias.

There is no conflict with the Wiedemann-Franz law for metals, which assumes that scattering is elastic and that transport varies little over an energy $kT$. Here the transmission jumps in the middle of the thermal window.

### Numbers at 4 K

Take $g=2$ for spin and $T=4.0$ K, so $kT=0.3447$ meV. Since $L_0=1/2$,

$$G=\frac{2e^2}{h}\cdot\frac12=38.74\ \mu\text{S}.$$

The heat conductance follows from the Lorenz number:

$$K=(38.74\times10^{-6})(4.0)(1.0159\times10^{-8})\ \text{W/K}=1.574\ \text{pW/K}.$$

The Seebeck coefficient is defined by $S=-\Delta V/\Delta T$ at zero current. With $\Delta V=-\Delta\mu/e$,

$$S=-\frac ke\frac{L_1}{L_0}=-\frac{0.3447\ \text{mV}}{4.0\ \text{K}}\times1.3863=-119.5\ \mu\text{V/K}.$$

How far linear response holds depends on how the bias is placed relative to the threshold. Keeping the full Fermi functions, with the biases placed symmetrically about the mean $T$ and $\mu$, and solving numerically for zero current changes $K$ by $+0.08$ % at $\Delta T=0.4$ K and by $+2.0$ % at 2 K, relative to its linear value. These changes are small because the symmetric placement removes the first-order correction. If instead one reservoir stays at the threshold, at the same mean $T$, then $K$ changes by $-4.9$ % (cold side held) or $+4.9$ % (hot side held) at $\Delta T=0.4$ K, and by $-25$ % or $+24$ % at 2 K. In a real contact the electrostatics decide how the bias divides.

## Variation 1: the gate misses the threshold

*Let $\mu=E_0+\eta kT$. How does $\Lambda$ change?*

The lower limit of the moments becomes $x=-\eta$, so

$$\frac{dL_n}{d\eta}=(-\eta)^n\,[-f'(-\eta)] .$$

At $\eta=0$ only $L_0$ changes to first order, with slope $-f'(0)=1/4$. Differentiating $\Lambda$ gives

$$\frac{d\Lambda}{d\eta}\bigg|_0=\left(-\frac{L_2}{L_0^2}+\frac{2L_1^2}{L_0^3}\right)\frac14
=-L_2+4L_1^2=4(\ln2)^2-\frac{\pi^2}{6}=0.277 .$$

The threshold is therefore not a minimum of $\Lambda$. Far below it, $\eta\to-\infty$, the weight is proportional to $e^{-x}$ for $x>|\eta|$. Writing $x=|\eta|+y$ leaves the distribution $e^{-y}$ on $y>0$, whose variance is $2-1^2=1$. Far above the threshold, but still well below the next mode, the whole thermal window is open and $\Lambda\to\pi^2/3$.

Numerical quadrature of the moments connects these limits:

| $\eta$ | $\Lambda$ |
|---:|---:|
| −4 | 1.009 |
| −2 | 1.064 |
| 0 | 1.368 |
| 2 | 2.148 |
| 4 | 2.864 |

The low values below threshold come with a small conductance, since $L_0=f(-\eta)\approx e^{-|\eta|}$ there.

At 4 K a gate error of 0.1 meV means $|\eta|=0.1/0.3447=0.29$. The slope predicts a change of about $\pm0.08$. Quadrature gives $\Lambda=1.455$ for $\mu$ too high and 1.294 for $\mu$ too low.

## Variation 2: tunnelling rounds the threshold

*Near its narrowest point the channel has the potential of a saddle. Along the channel the barrier is $E_0-\tfrac12m\omega_x^2X^2$, where $X$ is position. What becomes of $\Lambda$ at $\mu=E_0$?*

**Transmission.** Put $s=X\sqrt{m\omega_x/\hbar}$ and $\varepsilon=(E-E_0)/\hbar\omega_x$. The Schrödinger equation is $\psi''+(s^2+2\varepsilon)\psi=0$. At large positive $s$ the transmitted wave is $t\,s^{i\varepsilon-1/2}e^{is^2/2}$. Continue it to negative $s$ along a large semicircle in the upper half-plane, $s=\rho e^{i\varphi}$ with $0\le\varphi\le\pi$. This wave is the decaying solution in the first quadrant, so no other wave accompanies it there. In the second quadrant it is the growing one, and its coefficient is unaffected by the decaying wave that may join it. At $\varphi=\pi$ it has become the reflected wave, with coefficient

$$r=t\,e^{i\pi(i\varepsilon-1/2)}=-i\,t\,e^{-\pi\varepsilon}.$$

The wave that joined it is the incident one, normalized to 1. Current conservation, $|r|^2+|t|^2=1$, gives

$$\mathcal T=|t|^2=\frac1{1+e^{-2\pi\varepsilon}}=\frac1{1+e^{-x/a}},\qquad a=\frac{\hbar\omega_x}{2\pi kT}.$$

**Moments.** This transmission obeys $\mathcal T(x)+\mathcal T(-x)=1$. Folding the integrals onto $x>0$ shows that $L_0=1/2$ and $L_2=\pi^2/6$ are unchanged, while

$$L_1=\int_0^\infty x\,[2\mathcal T(x)-1](-f')\,dx .$$

Since $0<2\mathcal T-1<1$ for $x>0$, we have $0<L_1<\ln2$, and

$$\Lambda=\frac{\pi^2}{3}-4L_1^2$$

lies between the ideal threshold value and the Wiedemann-Franz value. For small $a$ the loss of $L_1$ comes from $x\sim a$, where $-f'\approx1/4$. With $x=ay$,

$$\ln2-L_1=2\int_0^\infty\frac{x(-f')}{e^{x/a}+1}dx\approx\frac{a^2}{2}\int_0^\infty\frac{y\,dy}{e^y+1}=\frac{\pi^2a^2}{24},$$

because the last integral is $L_2/2=\pi^2/12$ of the ideal step.

**Numbers.** For $\hbar\omega_x=0.5$ meV at 4 K, $a=0.5/(2\pi\times0.3447)=0.231$. The small-$a$ formula gives $L_1=0.671$ and quadrature gives 0.673. With the latter, $\Lambda=3.290-4(0.673)^2=1.478$, which is 8 % above the ideal step.

**Higher modes.** Let the transverse confinement be parabolic, with thresholds 5 meV apart, and add the transmissions of the modes. At 4 K the spacing is $14.5\,kT$, and $\Lambda$ rises only to 1.479. With $\mu$ at the first threshold and both energies fixed, quadrature gives:

| $T$ (K) | $\Lambda$ |
|---:|---:|
| 1 | 2.22 |
| 2 | 1.72 |
| 4 | 1.48 |
| 6 | 1.43 |
| 8 | 1.46 |
| 16 | 1.92 |

Warming reduces $a$, which raises $2\mathcal T-1$ at every $x>0$ and so lowers the single-mode $\Lambda$. The increase above 6 K must therefore come from the higher modes, the other ingredient of this model. Approaching the ideal value requires $\hbar\omega_x/2\pi\ll kT\ll$ the mode spacing.

**Comparison with a real contact.** The energies above are a favourable choice for a gate-defined point contact in a III-V two-dimensional electron gas, with a mode spacing ten times $\hbar\omega_x$. The value $\hbar\omega_x=0.5$ meV supposes a long, smooth constriction. In shorter ones the sharp-step assumption fails more strongly: at 4 K the same model gives $\Lambda=1.72$ for 1 meV and 2.22 for 2 meV. The lowest value reachable by choosing the temperature is 1.43 near 6 K for the energies above. For $\hbar\omega_x=1$ meV it is 1.54, 1.71 and 1.92 with mode spacings of 5, 3 and 2 meV, so the ideal 1.37 is approached only when the spacing is many times $\hbar\omega_x$. Interactions can also split the threshold. Representing this by two spin steps 0.5 meV apart, centred on $\mu$ and without tunnelling, gives 1.69.

The lattice is a parallel heat path when the temperature difference is imposed on the whole structure. One fully transmitted acoustic mode conducts

$$\frac{k^2T}{h}\int_0^\infty\frac{y^2e^y\,dy}{(e^y-1)^2}=\frac{k^2T}{h}\,2\sum_{n=1}^{\infty}\frac1{n^2}=\frac{\pi^2k^2T}{3h},$$

by the same integration by parts and expansion as before. A suspended wire has four modes whose frequency starts from zero. Fully transmitted, these four alone conduct 15.1 pW/K at 4 K, or 9.6 times $K$. Modes with a frequency threshold add to this unless the wire is so thin that their thresholds lie well above $kT/h$, and a gate-defined contact rests on a solid crystal, which offers many more paths. The electronic Lorenz number can thus be obtained only if the electronic heat flow is separated from that of the lattice, for example by heating the electron gas alone under conditions where it exchanges little energy with the lattice.
